# Ewald Energy of Point Ions in a Neutralizing Background

**Q:** A crystal of positive point ions has infinitely many pairs that repel as $1/r$. Their energy per cell is infinite. What is there to calculate?

**A:** The ions alone have no finite energy per cell, so the problem must include compensating charge. I use Hartree atomic units. A cell of volume $\Omega$ contains ions of charge $Z_i$ at distinct positions $\boldsymbol\tau_i$, repeated over the lattice vectors $\mathbf R$. With $Z_{\rm tot}=\sum_i Z_i$, a uniform background makes each cell neutral:

$$\rho(\mathbf r)=\sum_{\mathbf R,i}Z_i\,\delta(\mathbf r-\boldsymbol\tau_i-\mathbf R)-\frac{Z_{\rm tot}}{\Omega}.$$

**Q:** Neutrality removes the worst divergence, but the remaining sum can still depend on the order of its terms.

**A:** Yes, so the energy needs a definition. I take the potential $\phi$ to be the periodic solution of $\nabla^2\phi=-4\pi\rho$. A periodic potential has no average electric field. The energy of a finite sample can differ from this one through its surface.

By linearity, it is enough to solve for one unit charge per cell with its own background:

$$\nabla^2\psi=-4\pi\Big[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1\Omega\Big].$$

The sum of delta functions has the Fourier coefficient $1/\Omega$ at every reciprocal vector $\mathbf G$. The background cancels the one at $\mathbf G=0$. For the others, $-G^2\psi_{\mathbf G}=-4\pi/\Omega$, so

$$\psi(\mathbf r)=\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2},\qquad \phi(\mathbf r)=\sum_jZ_j\,\psi(\mathbf r-\boldsymbol\tau_j).$$

This series converges poorly and is used here only through its coefficients.

**Q:** At $\mathbf G=0$ the equation reads $0=0$. You have set $\psi_0=0$ without being forced to.

**A:** That choice gives the potential a zero cell average. Adding a constant $C$ to $\phi$ changes the energy per cell, $\frac12\int_{\rm cell}\rho\phi\,d^3r$, by $\frac12C\int_{\rm cell}\rho\,d^3r=0$. The energy is therefore independent of the choice.

**Q:** Then write the energy. Where do the background's own repulsion and its attraction to the ions appear?

**A:** Both are in $\frac12\int\rho\phi$, because $\phi$ is the potential of ions and background together. With the zero-average choice, the part of the integral evaluated on the background is

$$-\frac{Z_{\rm tot}}{2\Omega}\int_{\rm cell}\phi\,d^3r=0.$$

The part evaluated on the ions remains. It contains the infinite self-energy of each point charge, which is independent of the structure. I remove it by subtracting $Z_i/|\mathbf r-\boldsymbol\tau_i|$ from the potential felt by ion $i$. With $\mathbf d_{ij}=\boldsymbol\tau_i-\boldsymbol\tau_j$,

$$E=\frac12\sum_{i\ne j}Z_iZ_j\,\psi(\mathbf d_{ij})+\frac{\xi}{2}\sum_iZ_i^2,\qquad \xi=\lim_{r\to0}\Big[\psi(\mathbf r)-\frac1r\Big].$$

With the zero-average choice, $\xi$ is the potential at a unit charge due to its own periodic images and the uniform background that neutralizes the lattice.

**Q:** This is a definition, but $\psi$ is still a slowly converging series. How do you make it computable?

**A:** Divide the Coulomb potential into two parts, with a parameter $\eta>0$ of dimension inverse length:

$$\frac1r=\frac{\operatorname{erfc}(\eta r)}{r}+\frac{\operatorname{erf}(\eta r)}{r}.$$

The first part is short-ranged and is summed in real space. The second is smooth at the origin and is summed in reciprocal space.

**Q:** Is the second part the potential of some actual charge, or just a convenient function?

**A:** It is the potential of the unit Gaussian charge $g(r)=(\eta/\sqrt\pi)^3e^{-\eta^2r^2}$. The charge inside radius $r$ follows from integration by parts:

$$Q(r)=\frac{4\eta^3}{\sqrt\pi}\int_0^r s\,\big(s\,e^{-\eta^2s^2}\big)ds
=\operatorname{erf}(\eta r)-\frac{2\eta r}{\sqrt\pi}e^{-\eta^2r^2}.$$

By Gauss's law the field is $Q(r)/r^2$. Differentiation gives the same field,

$$-\frac{d}{dr}\frac{\operatorname{erf}(\eta r)}r=\frac{\operatorname{erf}(\eta r)}{r^2}-\frac{2\eta}{\sqrt\pi}\frac{e^{-\eta^2r^2}}r=\frac{Q(r)}{r^2},$$

and both potentials vanish at infinity. Thus $\operatorname{erfc}(\eta r)/r$ is the potential of a point charge screened by a Gaussian cloud of opposite charge.

**Q:** You need the Fourier transform of the short-range part. Please do not subtract two transforms that are themselves delicate at small $G$.

**A:** It can be found directly. For a spherical function $v(r)$, the angular integral of $e^{-i\mathbf G\cdot\mathbf r}$ is $4\pi\sin(Gr)/(Gr)$. With $v_s(r)=\operatorname{erfc}(\eta r)/r$,

$$\hat v_s(G)=\frac{4\pi}{G}\int_0^\infty\sin(Gr)\operatorname{erfc}(\eta r)\,dr.$$

Integrate by parts, using $(1-\cos Gr)/G$ as the antiderivative of $\sin Gr$. The boundary terms vanish at both ends, and the derivative of $\operatorname{erfc}(\eta r)$ is $-(2\eta/\sqrt\pi)e^{-\eta^2r^2}$. Hence

$$\hat v_s(G)=\frac{4\pi}{G^2}\,\frac{2\eta}{\sqrt\pi}\int_0^\infty(1-\cos Gr)\,e^{-\eta^2r^2}dr.$$

Let $I(G)=\int_0^\infty\cos(Gr)e^{-\eta^2r^2}dr$. Differentiating with respect to $G$ and integrating by parts gives $I'=-GI/(2\eta^2)$. Since $I(0)=\sqrt\pi/(2\eta)$, the solution is $I(G)=\frac{\sqrt\pi}{2\eta}e^{-G^2/4\eta^2}$. Therefore

$$\hat v_s(G)=\frac{4\pi}{G^2}\Big[1-e^{-G^2/4\eta^2}\Big].$$

For small $G$ the bracket is $G^2/(4\eta^2)$ to leading order, so

$$\hat v_s(0)=\int\frac{\operatorname{erfc}(\eta r)}r\,d^3r=\frac{\pi}{\eta^2}.$$

The limit may be taken because $v_s$ is absolutely integrable.

**Q:** That is the transform of one screened charge. What connects it to the lattice?

**A:** Sum $v_s$ over the lattice. The sum is periodic, and its Fourier coefficient is an integral over one cell divided by $\Omega$. Since $e^{-i\mathbf G\cdot\mathbf R}=1$, the contributions of all images join into one integral over all space, and the coefficient is $\hat v_s(G)/\Omega$. This is Poisson summation:

$$\sum_{\mathbf R}\frac{\operatorname{erfc}(\eta|\mathbf r+\mathbf R|)}{|\mathbf r+\mathbf R|}
=\frac{\pi}{\Omega\eta^2}+\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{1-e^{-G^2/4\eta^2}}{G^2}e^{i\mathbf G\cdot\mathbf r}.$$

The term with the "1" is $\psi(\mathbf r)$. Solving for it,

$$\psi(\mathbf r)=\sum_{\mathbf R}\frac{\operatorname{erfc}(\eta|\mathbf r+\mathbf R|)}{|\mathbf r+\mathbf R|}-\frac{\pi}{\Omega\eta^2}
+\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}e^{i\mathbf G\cdot\mathbf r}.$$

Both sums now converge rapidly. The constant is there because the real-space sum has the positive average $\pi/(\Omega\eta^2)$, while $\psi$ has average zero.

**Q:** At an ion's own position the $\mathbf R=0$ term is infinite. What survives the subtraction of $1/r$?

**A:** In that term,

$$\frac{\operatorname{erfc}(\eta r)}r-\frac1r=-\frac{\operatorname{erf}(\eta r)}r\longrightarrow-\frac{2\eta}{\sqrt\pi},$$

because $\operatorname{erf}(x)=2x/\sqrt\pi$ to leading order. Everything else in $\psi$ is finite at the origin, so

$$\xi=\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(\eta R)}R-\frac{2\eta}{\sqrt\pi}-\frac{\pi}{\Omega\eta^2}+\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}.$$

The second term removes the interaction of each ion with its own Gaussian, which the reciprocal sum includes.

**Q:** Now assemble the energy, and show where each factor of one half goes.

**A:** Insert $\psi(\mathbf d_{ij})$ and $\xi$ into $E$. There are four kinds of term.

The real-space terms keep their factor $\frac12$. The self term is $\frac12(-2\eta/\sqrt\pi)\sum_iZ_i^2=-(\eta/\sqrt\pi)\sum_iZ_i^2$.

The constant occurs for every pair $i\ne j$ and, through $\xi$, for every $i=j$:

$$-\frac{\pi}{2\Omega\eta^2}\Big(\sum_{i\ne j}Z_iZ_j+\sum_iZ_i^2\Big)=-\frac{\pi Z_{\rm tot}^2}{2\Omega\eta^2}.$$

The reciprocal terms likewise cover all pairs. With $S(\mathbf G)=\sum_iZ_ie^{-i\mathbf G\cdot\boldsymbol\tau_i}$,

$$\sum_{ij}Z_iZ_j\,e^{i\mathbf G\cdot(\boldsymbol\tau_i-\boldsymbol\tau_j)}=S^*(\mathbf G)S(\mathbf G)=|S(\mathbf G)|^2,$$

and $\frac12\cdot4\pi=2\pi$. The result is

$$\begin{aligned}E={}&\frac12\sum_{ij}\sum_{\mathbf R}{}^{'}Z_iZ_j\frac{\operatorname{erfc}(\eta|\mathbf d_{ij}+\mathbf R|)}{|\mathbf d_{ij}+\mathbf R|}
+\frac{2\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{|S(\mathbf G)|^2}{G^2}e^{-G^2/4\eta^2}\\
&-\frac{\eta}{\sqrt\pi}\sum_iZ_i^2-\frac{\pi Z_{\rm tot}^2}{2\Omega\eta^2}.\end{aligned}$$

The prime omits $i=j$ at $\mathbf R=0$. If the splitting function is written $\operatorname{erfc}(\sqrt{\alpha}\,r)$ instead, then $\eta^2=\alpha$ throughout.

**Q:** The last term is called the background term. Is it the energy of the ions in the background?

**A:** No. It depends on $\eta$, which no physical energy can do. It removes the average of the short-range potential. When $Z_{\rm tot}=0$ it vanishes, as does the background itself.

The whole of $E$ is independent of $\eta$, because its definition through $\psi$ contains no $\eta$. The separate terms do change. As $\eta\to0$, the real-space sum grows as $\pi Z_{\rm tot}^2/(2\Omega\eta^2)$ when $Z_{\rm tot}\ne0$, and the background term cancels this growth. As $\eta\to\infty$, the real-space and background terms vanish, while the growing reciprocal sum is compensated by the self term.

There is also a check by scaling. Multiply all lengths by $s$ and replace $\eta$ by $\eta/s$. Each of the four terms is then divided by $s$, as a Coulomb energy must be.

**Q:** I would like to see numbers for a cell that is not neutral without its background.

**A:** Take a tetragonal model cell with $a=6$ bohr and $c=7$ bohr, so $\Omega=252$ bohr$^3$. A charge 3 sits at the origin and a charge 5 at fractional position $(0.5,0.5,0.4)$. Then $Z_{\rm tot}=8$ and $\sum_iZ_i^2=34$. For $\eta=0.35$ bohr$^{-1}$,

$$-\frac{0.35\times34}{\sqrt\pi}=-6.71386,\qquad-\frac{\pi\times8^2}{2\times252\times0.35^2}=-3.25659$$

in hartree. Adding the two lattice sums gives

$$E=0.20813+0.31689-6.71386-3.25659=-9.44542\ \text{hartree},$$

with the last digit taken from the unrounded terms. This is $-257.02$ eV per cell. Other values of $\eta$ redistribute the parts (energies in hartree):

| $\eta$ (bohr$^{-1}$) | real | reciprocal | self | background | total |
|---|---|---|---|---|---|
| 0.25 | 1.70110 | 0.03201 | −4.79561 | −6.38292 | −9.44542 |
| 0.35 | 0.20813 | 0.31689 | −6.71386 | −3.25659 | −9.44542 |
| 0.50 | 0.00434 | 1.73719 | −9.59122 | −1.59573 | −9.44542 |

Without the background term, the three sums would be $-3.06251$, $-6.18883$ and $-7.84969$ hartree.

**Q:** What decides which $\eta$ to use, if the answer is the same?

**A:** The work decides. The real-space terms fall off essentially as $e^{-\eta^2r^2}$ and the reciprocal ones as $e^{-G^2/4\eta^2}$. At fixed accuracy the cutoff radii are therefore nearly proportional to $1/\eta$ and $\eta$, respectively. Here they were $6.5/\eta$ and $13\eta$. Going from $\eta=0.25$ to $0.50$ bohr$^{-1}$ reduced the number of distances from 1204 to 124 and raised the number of $\mathbf G$ vectors from 138 to 1182. Independence of $\eta$ holds for converged sums; a cutoff that is too short spoils it.

**Q:** Agreement between values of $\eta$ does not convince me. An error independent of $\eta$ would survive it.

**A:** Then compare with a direct sum that never uses the error function. Replace $1/r$ by $e^{-\kappa r}/r$, whose transform is

$$\frac{4\pi}{G}\int_0^\infty\sin(Gr)\,e^{-\kappa r}dr=\frac{4\pi}{G^2+\kappa^2}.$$

Its $\mathbf G=0$ value is $4\pi/\kappa^2$, which the background cancels. The direct sum with the background subtracted is

$$W(\kappa)=\frac12\sum_{ij}\sum_{\mathbf R}{}^{'}Z_iZ_j\frac{e^{-\kappa|\mathbf d_{ij}+\mathbf R|}}{|\mathbf d_{ij}+\mathbf R|}-\frac{2\pi Z_{\rm tot}^2}{\Omega\kappa^2}.$$

The primed sum omits the screened self-interaction, whereas $E$ was defined by subtracting the bare $1/r$. Since $e^{-\kappa r}/r-1/r\to-\kappa$, the comparable quantity is $W-\frac12\kappa\sum_iZ_i^2$. Poisson summation and

$$\frac1{G^2+\kappa^2}-\frac1{G^2}=-\frac{\kappa^2}{G^2(G^2+\kappa^2)}$$

then give

$$W(\kappa)-\frac{\kappa}{2}\sum_iZ_i^2=E-\frac{2\pi\kappa^2}{\Omega}\sum_{\mathbf G\ne0}\frac{|S(\mathbf G)|^2}{G^2(G^2+\kappa^2)}.$$

The last sum converges absolutely, so the left side tends to $E$ as $\kappa\to0$. It approaches from below, and for $\kappa$ smaller than the shortest $|\mathbf G|$ it is a power series in $\kappa^2$.

**Q:** Does the model cell behave that way?

**A:** At $\kappa=0.15$ bohr$^{-1}$ the direct sum gives $W=-7.15517$ hartree. Subtracting $\frac12\times0.15\times34=2.55$ leaves $-9.70517$ hartree. At $\kappa=0.21$ and $0.30$ bohr$^{-1}$ the corresponding values are $-9.95074$ and $-10.46092$ hartree, all below $E$ as predicted. Polynomial extrapolation in $\kappa^2$ from six values of $\kappa$ gives $-9.445424$ hartree, equal to the Ewald result to the digits shown. The numerical check also makes this comparison for a triclinic cell with three ions, one of them negative.

**Q:** You said that a finite sample can have a different energy. How large is the difference?

**A:** It depends on the sample's shape and on the dipole of the cells from which it is built. Consider a cubic lattice of neutral cells with dipole $\mathbf p$, summed in growing cubes. The polarization $\mathbf P=\mathbf p/\Omega$ leaves a surface charge $\mathbf P\cdot\mathbf n$, where $\mathbf n$ is the outward normal. Its field at the centre is

$$F_\alpha=-\sum_\beta N_{\alpha\beta}P_\beta,\qquad N_{\alpha\beta}=\oint\frac{r_\alpha n_\beta}{r^3}\,dS.$$

The trace of $N$ is the full solid angle, $4\pi$. Cubic symmetry makes $N$ a multiple of the unit matrix, so $\mathbf F=-4\pi\mathbf P/3$. For a large cube this field is uniform across the central cell. Higher multipoles of the cells add at most a constant potential in the limit, which does no work on a neutral cell. The extra energy of the central cell's charges $q_i$ is

$$\Delta E=\frac12\sum_iq_i(-\mathbf F\cdot\boldsymbol\tau_i)=-\frac12\,\mathbf p\cdot\mathbf F=\frac{2\pi p^2}{3\Omega}.$$

**Q:** A surface infinitely far away changes the energy per cell? I want to see that in an explicit sum.

**A:** Put a charge $+1$ at the corner and $-1$ at the centre of a cubic cell with $a=6$ bohr. Then $p^2=3\times3^2=27$ in atomic units, and

$$\Delta E=\frac{2\pi\times27}{3\times216}=0.26180\ \text{hartree}.$$

The Ewald energy is $-0.33923$ hartree, so the cube sum should approach $-0.07743$ hartree. Bare Coulomb sums give $-0.077494$ hartree for 31 cells per edge and $-0.077445$ hartree for 61. Extrapolation with an error inversely proportional to the square of the edge gives $-0.077428$ hartree, in agreement with the prediction. This example does not show the dependence on shape. For a rectangular prism $N$ is diagonal and $\Delta E=\sum_\alpha N_{\alpha\alpha}p_\alpha^2/(2\Omega)$. With the three components of $\mathbf p$ equal, only the trace $4\pi$ enters, so every such prism gives the same value. For unequal components the value changes with the prism's proportions. The surface charge grows with the area while its field per unit charge falls as the inverse square of the distance, so the field does not fade as the cube grows.

**Q:** One last doubt. In a plane-wave calculation the electrons are not a uniform background. Why is this energy the right one to add?

**A:** Because the uniform part is the only part that has to cancel at $\mathbf G=0$. If the cell is neutral, the electrons have the same average charge density as the background. Let $n_{\mathbf G}$ be the Fourier coefficients of the electron number density. The classical electrostatic energy per cell, still including the divergent point-ion self-energies, is formally

$$\frac{\Omega}{2}\sum_{\mathbf G\ne0}\frac{4\pi}{G^2}\Big|\frac{S(\mathbf G)}{\Omega}-n_{\mathbf G}\Big|^2.$$

Expanding the square gives an ion–ion part, which is $E$ once the self-energies are removed, an electron–electron part and a cross term. All three omit $\mathbf G=0$, and this common convention is what permits them to be added.

A pseudopotential changes the cross term near each ion. The difference between its local part and $-Z_i/r$ is short-ranged and has a finite average, which must be counted separately with the electrons. It does not alter $E$, as long as the ions interact with one another as point charges. If their charge distributions overlap, that assumption fails and a short-range correction to the ion–ion energy is needed.

## Calculated quantities

```
Check eta = 0.35 1/bohr, r = 2.0 bohr, G = 1.0 1/bohr
Gaussian potential at r, quadrature = 0.33890060 hartree/e
erf(eta r)/r = 0.33890060 hartree/e
Gaussian potential at centre, quadrature = 0.39493271 hartree/e
2 eta/sqrt(pi) = 0.39493271 hartree/e
Integral of erfc(eta r)/r, quadrature = 25.645654 bohr^2
pi/eta^2 = 25.645654 bohr^2
Short-range transform at G, quadrature = 10.933715 bohr^2
Short-range transform at G, formula = 10.933715 bohr^2
Model cell a = 6.0 bohr, c = 7.0 bohr
Volume = 252.0 bohr^3
Charges = 3, 5 e
Second ion, fractional position = [0.5 0.5 0.4]
Ztot = 8 e, sum Z^2 = 34 e^2
eta = 0.25 1/bohr: 1204 distances, 138 G vectors
  real = 1.70109779, reciprocal = 0.03200826 hartree
  self = -4.79561146, background = -6.38291841 hartree
  total = -9.44542382, without background = -3.06250541 hartree
eta = 0.35 1/bohr: 424 distances, 390 G vectors
  real = 0.20813434, reciprocal = 0.31688891 hartree
  self = -6.71385604, background = -3.25659102 hartree
  total = -9.44542382, without background = -6.18883279 hartree
eta = 0.50 1/bohr: 124 distances, 1182 G vectors
  real = 0.00433517, reciprocal = 1.73719353 hartree
  self = -9.59122292, background = -1.59572960 hartree
  total = -9.44542382, without background = -7.84969422 hartree
kappa = 0.15 1/bohr: screened sum less background = -7.155169 hartree
  after removing linear term = -9.705169 hartree
kappa = 0.21 1/bohr: screened sum less background = -6.380737 hartree
  after removing linear term = -9.950737 hartree
kappa = 0.30 1/bohr: screened sum less background = -5.360920 hartree
  after removing linear term = -10.460920 hartree
Screened limit kappa -> 0 = -9.445424 hartree
Ewald energy per cell = -9.445424 hartree = -257.0231 eV
Triclinic test: Ewald = -10.006663 hartree
Triclinic test: screened limit = -10.006663 hartree
Neutral cubic crystal (+1, -1 e), a = 6.0 bohr
  Ewald energy per cell = -0.339227 hartree
  cube with 31 cells per edge = -0.077494 hartree
  cube with 61 cells per edge = -0.077445 hartree
  extrapolated cube sum = -0.077428 hartree
  dipole term 2 pi p^2/(3 Omega) = 0.261799 hartree
  Ewald plus dipole term = -0.077428 hartree
```
